# The virial relation for exact exchange as an accuracy test: a numerical check

```python
"""
Virial relation of the exact exchange potential, tested on the ion Si2+.
Result under test:  Ex = - integral n r.grad(vx)  when vx solves the OEP equation.
For any trial vx the defect is  Delta = Ex + integral n r.grad(vx).
Symbols (hartree atomic units): n density, vx exchange potential, vH Hartree
potential, v total local potential, T kinetic energy, E total energy without
correlation, K Fock exchange operator, u(r) = r * radial orbital.
Orbitals are stored as coefficients c = u * sqrt(quadrature weight), so that
integrals over r are plain sums; rho = sum f c^2 is the weighted radial density.
"""
from types import SimpleNamespace
import numpy as np
import sympy as sp
from scipy.linalg import eigh
from scipy.special import roots_jacobi, eval_legendre
from scipy.constants import physical_constants
from pyscf import gto

Z = 14.0
SHELLS = [(0, 0), (0, 1), (1, 0), (0, 2)]      # (l, index): 1s 2s 2p 3s
F = np.array([2.0, 2.0, 6.0, 2.0])             # occupations
NEL = F.sum()
NOCC = {0: 3, 1: 1}                            # occupied radial states per l
# squares of the 3j symbols (l k l'; 0 0 0)
COUPLING = {(0, 0): {0: 1.0}, (0, 1): {1: 1 / 3}, (1, 0): {1: 1 / 3},
            (1, 1): {0: 1 / 3, 2: 2 / 15}}
R_MAX, R_HALF = 11.0, 1.0


def build_grid(n):
    """Legendre-Lobatto grid mapped to 0 < r < R_MAX, u = 0 at both ends."""
    xi = roots_jacobi(n - 1, 1, 1)[0]
    x = np.concatenate(([-1.0], xi, [1.0]))
    p = eval_legendre(n, x)
    wx = 2 / (n * (n + 1) * p**2)

    def derivative_matrix(nodes, bary):
        gap = nodes[:, None] - nodes[None, :]
        np.fill_diagonal(gap, 1.0)
        d = bary[None, :] / bary[:, None] / gap
        np.fill_diagonal(d, 0.0)
        np.fill_diagonal(d, -d.sum(axis=1))
        return d

    alpha = 2 * R_HALF / R_MAX
    r = R_HALF * (1 + x) / (1 - x + alpha)
    jac = R_HALF * (2 + alpha) / (1 - x + alpha)**2
    d = derivative_matrix(x, 1 / p)
    stiff = (d.T @ ((wx / jac)[:, None] * d))[1:-1, 1:-1]
    r, jac, weight = r[1:-1], jac[1:-1], (wx * jac)[1:-1]
    sw = np.sqrt(weight)
    stiff = stiff / np.outer(sw, sw)
    bary = (1 - xi**2) / p[1:-1]
    g = SimpleNamespace(r=r, sw=sw, x=xi, bary=bary, alpha=alpha)
    g.ddr = derivative_matrix(xi, bary) / jac[:, None]
    g.A = [stiff + np.diag(k * (k + 1) / r**2) for k in range(3)]
    # Coulomb multipole kernels from the radial Poisson equation
    g.G = [(2 * k + 1) * np.linalg.inv(g.A[k]) / np.outer(r * sw, r * sw)
           + np.outer(r, r)**k / R_MAX**(2 * k + 1) for k in range(3)]
    return g


def coulomb_parts(g, c):
    """rho, vH and K acting on each occupied orbital."""
    rho = F @ c**2
    kc = np.zeros_like(c)
    for a, (la, _) in enumerate(SHELLS):
        for b, (lb, _) in enumerate(SHELLS):
            for k, q in COUPLING[la, lb].items():
                kc[a] -= (2 * lb + 1) * q * (g.G[k] @ (c[a] * c[b])) * c[b]
    return rho, g.G[0] @ rho, kc


def measure(g, c):
    """All energies of the determinant with orbitals c."""
    rho, vh, kc = coulomb_parts(g, c)
    s = SimpleNamespace(c=c, rho=rho, vh=vh, kc=kc)
    s.T = sum(F[i] * c[i] @ (0.5 * g.A[l]) @ c[i]
              for i, (l, _) in enumerate(SHELLS))
    s.EH = 0.5 * rho @ vh
    s.Ex = 0.5 * F @ (c * kc).sum(axis=1)
    s.E = s.T - Z * (rho / g.r).sum() + s.EH + s.Ex
    return s


def solve_in_potential(g, v):
    eig = [eigh(0.5 * g.A[l] + np.diag(v)) for l in (0, 1)]
    c = np.array([eig[l][1][:, i] for l, i in SHELLS])
    s = measure(g, c)
    s.eig, s.v = eig, v.copy()
    return s


def virial_integral(g, rho, vx):
    """- integral n r.grad(vx), by direct differentiation of vx."""
    return -rho @ (g.r * (g.ddr @ vx))


def transitions(s, i):
    l, idx = SHELLS[i]
    e, vec = s.eig[l]
    return vec[:, NOCC[l]:], e[NOCC[l]:] - e[idx]


def exchange_potential(g, kind, s):
    """kind: 'Slater', 'KLI', or the number of functions for the OEP."""
    c, rho = s.c, s.rho
    if isinstance(kind, str):
        vx = (F[:, None] * c * s.kc).sum(axis=0) / rho
        if kind == "KLI":                      # the highest shell (last) has no shift
            c2 = c**2
            m = c2 @ (F[:, None] * c2 / rho).T
            rhs = c2 @ vx - (c * s.kc).sum(axis=1)
            shift = np.linalg.solve(np.eye(3) - m[:3, :3], rhs[:3])
            vx = vx + (F[:3] * shift) @ c2[:3] / rho
        return vx
    v0 = -s.vh / NEL
    t = (g.r - 0.4) / (g.r + 0.4)
    basis = np.array([eval_legendre(k, t) * np.exp(-g.r) for k in range(kind)])
    a, b = np.zeros((kind, kind)), np.zeros(kind)
    for i in range(len(SHELLS)):
        virt, gap = transitions(s, i)
        m = (basis * c[i]) @ virt
        a += F[i] * (m / gap) @ m.T
        b += F[i] * (m / gap) @ ((s.kc[i] - v0 * c[i]) @ virt)
    # tiny regularization: potential changes that leave the density unchanged
    return v0 + np.linalg.solve(a + 1e-8 * np.eye(kind), b) @ basis


def self_consistent(g, kind, v):
    v, old = v.copy(), 0.0
    for _ in range(150):
        s = solve_in_potential(g, v)
        s.vx = exchange_potential(g, kind, s)
        change = np.abs(s.rho - old).sum()
        old = s.rho
        if change < 1e-10:
            break
        v += 0.5 * (-Z / g.r + s.vh + s.vx - v)
    assert change < 1e-7, (kind, change)
    s.virial = virial_integral(g, s.rho, s.vx)
    s.defect = s.Ex - s.virial
    return s


def defect_from_states(g, s):
    """Defect as the OEP residual projected on the scaling potential."""
    smooth = s.v + Z / g.r
    w = -Z / g.r + 2 * smooth + g.r * (g.ddr @ smooth)
    total = 0.0
    for i in range(len(SHELLS)):
        virt, gap = transitions(s, i)
        total -= 2 * F[i] * (((w * s.c[i]) @ virt)
                             * ((s.kc[i] - s.vx * s.c[i]) @ virt) / gap).sum()
    return total


def hartree_fock(g, c):
    fock = None
    for _ in range(100):
        rho, vh, _ = coulomb_parts(g, c)
        new = []
        for l in (0, 1):
            h = 0.5 * g.A[l] + np.diag(-Z / g.r + vh)
            for b, (lb, _) in enumerate(SHELLS):
                for k, q in COUPLING[l, lb].items():
                    h -= (2 * lb + 1) * q * g.G[k] * np.outer(c[b], c[b])
            new.append(h)
        fock = new if fock is None else [0.5 * (p + q) for p, q in zip(fock, new)]
        vec = [eigh(h)[1] for h in fock]
        c = np.array([vec[l][:, i] for l, i in SHELLS])
        change = np.abs(F @ c**2 - rho).sum()
    assert change < 1e-7, change
    return measure(g, c)


# --- analytic two-electron case: one doubly occupied 1s orbital, exponent zeta
r_, z_ = sp.symbols("r zeta", positive=True)
n_ = 2 * z_**3 / sp.pi * sp.exp(-2 * z_ * r_)
vh_ = 2 * (1 / r_ - (z_ + 1 / r_) * sp.exp(-2 * z_ * r_))
assert sp.simplify(sp.diff(r_ * vh_, r_, 2) / r_ + 4 * sp.pi * n_) == 0
vx_ = -vh_ / 2
ex_ = sp.integrate(sp.expand(2 * sp.pi * r_**2 * n_ * vx_), (r_, 0, sp.oo))
vir_ = sp.integrate(sp.expand(-4 * sp.pi * r_**3 * n_ * sp.diff(vx_, r_)),
                    (r_, 0, sp.oo))
assert sp.simplify(ex_ - vir_) == 0
print("1s^2 analytic: Ex =", sp.simplify(ex_), "hartree")
print("1s^2 analytic: virial integral =", sp.simplify(vir_), "hartree")

grid = build_grid(70)
r = grid.r

# --- radial Coulomb and exchange formulas against 3D Gaussian integrals
s_exp, p_exp = [60.0, 4.0, 0.3], 3.0
mol = gto.M(atom="Si 0 0 0", charge=2, spin=0, verbose=0,
            basis={"Si": [[0, [a, 1.0]] for a in s_exp] + [[1, [p_exp, 1.0]]]})
dm = 2 * np.linalg.inv(mol.intor("int1e_ovlp"))
eri = mol.intor("int2e", aosym="s1").reshape((mol.nao_nr(),) * 4)
eh_3d = 0.5 * np.einsum("pq,rs,pqrs", dm, dm, eri, optimize=True)
ex_3d = -0.25 * np.einsum("ps,qr,pqrs", dm, dm, eri, optimize=True)
s_part = np.linalg.qr(np.array([r * np.exp(-a * r**2) * grid.sw for a in s_exp]).T)[0]
p_part = r**2 * np.exp(-p_exp * r**2) * grid.sw
p_part /= np.linalg.norm(p_part)
gauss = measure(grid, np.array([s_part[:, 0], s_part[:, 1], p_part, s_part[:, 2]]))
assert abs(gauss.EH - eh_3d) < 1e-6 and abs(gauss.Ex - ex_3d) < 1e-6

# --- self-consistent calculations for Si2+
start = -(3 + 11 * np.exp(-3 * r)) / r
runs, v = {}, start
for kind in ("Slater", "KLI", 4, 8, 14, 20):
    runs[kind] = self_consistent(grid, kind, v)
    v = runs[kind].v
oep, kli = runs[20], runs["KLI"]
hf = hartree_fock(grid, oep.c)
assert abs(hf.T + hf.E) < 1e-5
assert hf.E < oep.E < kli.E < runs["Slater"].E

print(f"Si2+: nuclear charge {Z:.0f}, electrons {NEL:.0f}")
print(f"grid points {len(r)}, outer radius {R_MAX:.0f} bohr")
print(f"Hartree-Fock: E = {hf.E:.6f}, Ex = {hf.Ex:.6f} hartree")
split = 0.0
for kind, s in runs.items():
    name = kind if isinstance(kind, str) else f"OEP K={kind}"
    by_states = defect_from_states(grid, s)
    print(f"{name}: Ex = {s.Ex:.6f}, virial integral = {s.virial:.6f} hartree")
    print(f"  Delta = {s.defect:.3e}, T+E = {s.T + s.E:.3e} hartree")
    print(f"  Delta from sum over states = {by_states:.3e} hartree")
    print(f"  E - E(HF) = {1e3 * (s.E - hf.E):.4f} millihartree")
    assert abs(by_states - s.defect) < 1e-5
    split = max(split, abs(s.T + s.E - s.defect))
assert split < 1e-5
assert abs(oep.defect) < 1e-3
assert abs(kli.defect) > 20 * abs(oep.defect)
ev = physical_constants["Hartree energy in eV"][0]
print(f"OEP K=20: T = {oep.T:.6f}, E = {oep.E:.6f} hartree")
print(f"OEP K=20: Delta = {1e3 * ev * oep.defect:.3e} meV")
print(f"OEP K=20: |Delta/Ex| = {abs(oep.defect / oep.Ex):.2e}")

# --- scaling: solve anew in lambda^2 v(lambda r)
lam = 0.9
x_new = (lam * r * (1 + grid.alpha) - R_HALF) / (R_HALF + lam * r)
interp = grid.bary / (x_new[:, None] - grid.x[None, :])
smooth_scaled = (interp @ (oep.v + Z / r)) / interp.sum(axis=1)
scaled = solve_in_potential(grid, -lam * Z / r + lam**2 * smooth_scaled)
assert abs(scaled.Ex - lam * oep.Ex) < 1e-5
assert abs(scaled.T - lam**2 * oep.T) < 1e-4
assert abs(scaled.rho @ r - oep.rho @ r / lam) < 1e-5
print(f"scaling factor {lam}: Ex ratio = {scaled.Ex / oep.Ex:.8f}")
print(f"scaling factor {lam}: T ratio = {scaled.T / oep.T:.8f}")

# --- OEP equation by finite differences, and a decoy that the virial test misses
step, probe = 1e-3, np.exp(-(r / 0.7)**2)
plus = solve_in_potential(grid, oep.v + step * probe)
minus = solve_in_potential(grid, oep.v - step * probe)
slope = (plus.Ex - minus.Ex) / (2 * step)
drho = (plus.rho - minus.rho) / (2 * step)
q1, q2 = np.exp(-r**2), np.exp(-4 * r)
ratio = virial_integral(grid, oep.rho, q1) / virial_integral(grid, oep.rho, q2)
decoy = 0.5 * (q1 - ratio * q2)
decoy_defect = oep.Ex - virial_integral(grid, oep.rho, oep.vx + decoy)
miss_oep = abs(slope - oep.vx @ drho)
miss_decoy = abs(slope - (oep.vx + decoy) @ drho)
assert miss_oep < 5e-4 and miss_decoy > 10 * miss_oep
assert abs(decoy_defect - oep.defect) < 1e-8
print(f"probe: dEx/d(strength) = {slope:.6f}")
print(f"probe: integral vx dn/d(strength) = {oep.vx @ drho:.6f}")
print(f"decoy: largest change of vx = {np.abs(decoy).max():.4f} hartree")
print(f"decoy: Delta = {decoy_defect:.3e} hartree")
print(f"decoy: integral vx dn/d(strength) = {(oep.vx + decoy) @ drho:.6f}")

# --- energy error is second order, defect is first order in the potential error
rise, defects = [], []
for eta in (0.02, 0.04):
    s = solve_in_potential(grid, oep.v + eta * np.exp(-r**2))
    rise.append(s.E - oep.E)
    defects.append(s.Ex - virial_integral(grid, s.rho, s.v + Z / r - s.vh)
                   - oep.defect)
    print(f"error {eta} hartree: E rise = {rise[-1]:.3e}, "
          f"Delta change = {defects[-1]:.3e} hartree")
assert 3.5 < rise[1] / rise[0] < 4.5
assert 1.8 < defects[1] / defects[0] < 2.2
print(f"doubling the error: E rise x {rise[1] / rise[0]:.3f}, "
      f"Delta x {defects[1] / defects[0]:.3f}")

# --- coarse grid: Delta and T+E separate
coarse_grid = build_grid(14)
rc = coarse_grid.r
coarse = self_consistent(coarse_grid, 6, -(3 + 11 * np.exp(-3 * rc)) / rc)
coarse_split = abs(coarse.T + coarse.E - coarse.defect)
assert coarse_split > 10 * split
print(f"coarse grid, {len(rc)} points, K=6: Delta = {coarse.defect:.3e} hartree")
print(f"coarse grid: T+E = {coarse.T + coarse.E:.3e} hartree")
print(f"|T+E-Delta|: coarse {coarse_split:.2e}, fine {split:.2e} hartree")

print("ALL CHECKS PASSED")
```

It prints:

```
1s^2 analytic: Ex = -5*zeta/8 hartree
1s^2 analytic: virial integral = -5*zeta/8 hartree
Si2+: nuclear charge 14, electrons 12
grid points 69, outer radius 11 bohr
Hartree-Fock: E = -287.995897, Ex = -19.778669 hartree
Slater: Ex = -20.088283, virial integral = -26.336816 hartree
  Delta = 6.249e+00, T+E = 6.249e+00 hartree
  Delta from sum over states = 6.249e+00 hartree
  E - E(HF) = 80.5693 millihartree
KLI: Ex = -19.774986, virial integral = -19.657186 hartree
  Delta = -1.178e-01, T+E = -1.178e-01 hartree
  Delta from sum over states = -1.178e-01 hartree
  E - E(HF) = 4.3512 millihartree
OEP K=4: Ex = -19.732504, virial integral = -19.319905 hartree
  Delta = -4.126e-01, T+E = -4.126e-01 hartree
  Delta from sum over states = -4.126e-01 hartree
  E - E(HF) = 20.9240 millihartree
OEP K=8: Ex = -19.771040, virial integral = -19.764738 hartree
  Delta = -6.301e-03, T+E = -6.301e-03 hartree
  Delta from sum over states = -6.301e-03 hartree
  E - E(HF) = 3.9310 millihartree
OEP K=14: Ex = -19.772080, virial integral = -19.772273 hartree
  Delta = 1.931e-04, T+E = 1.931e-04 hartree
  Delta from sum over states = 1.931e-04 hartree
  E - E(HF) = 3.3765 millihartree
OEP K=20: Ex = -19.772137, virial integral = -19.772144 hartree
  Delta = 6.610e-06, T+E = 6.676e-06 hartree
  Delta from sum over states = 6.614e-06 hartree
  E - E(HF) = 3.3466 millihartree
OEP K=20: T = 287.992557, E = -287.992551 hartree
OEP K=20: Delta = 1.799e-01 meV
OEP K=20: |Delta/Ex| = 3.34e-07
scaling factor 0.9: Ex ratio = 0.90000001
scaling factor 0.9: T ratio = 0.81000000
probe: dEx/d(strength) = 0.458029
probe: integral vx dn/d(strength) = 0.458029
decoy: largest change of vx = 0.2902 hartree
decoy: Delta = 6.610e-06 hartree
decoy: integral vx dn/d(strength) = 0.436168
error 0.02 hartree: E rise = 4.332e-05, Delta change = -1.181e-01 hartree
error 0.04 hartree: E rise = 1.736e-04, Delta change = -2.362e-01 hartree
doubling the error: E rise x 4.007, Delta x 2.001
coarse grid, 13 points, K=6: Delta = 7.543e-02 hartree
coarse grid: T+E = 7.458e-02 hartree
|T+E-Delta|: coarse 8.53e-04, fine 8.77e-07 hartree
ALL CHECKS PASSED
```
